Zincblende Luttinger Parameters from Heavy-Hole and Light-Hole Curvatures

**1. What symmetry allows**

Take a zincblende crystal whose valence band maximum lies at Γ, apart from a small shift explained in Part 7, and comes from p-like states. Spin-orbit coupling splits the six of them into a fourfold level, Γ8, which transforms like angular momentum J = 3/2, and a twofold level, Γ7. The case treated here has Γ7 below Γ8 by Δ > 0.

Near Γ the energy of order k² must be ħ²k²/m0 times pure numbers, m0 being the free-electron mass. Symmetry says how many numbers there are. The Hamiltonian on Γ8 is a 4×4 matrix, and the 16 independent Hermitian matrices can be built from J_x, J_y, J_z. Products of two components of k do not change sign under time reversal, so they can multiply only time-even matrices. There are six of these, and under the tetrahedral group they fall into three sets:

- the unit matrix (type A1);
- the two independent combinations of J_i² − 5/4 (type E), whose sum over i is zero because J_x² + J_y² + J_z² = 15/4;
- the three products {J_i,J_j} with i ≠ j (type T2), where {A,B} = (AB + BA)/2.

The six products k_i k_j fall into the same three types, each once. An invariant pairs equal types, so there are three constants. In atomic units, with electron energies measured from Γ8,

H = −γ1k²/2 + γ2 Σ_i k_i²(J_i² − 5/4) + 2γ3 Σ_{i<j} k_i k_j {J_i,J_j}.   (1)

This defines the Luttinger parameters γ1, γ2, γ3. Spin-orbit coupling and all remote bands affect their values but not the form. Two things are left out of (1): higher powers of k, and terms odd in k, which zincblende permits because it has no inversion centre. Parts 5 and 7 treat them.

**2. The two axes**

Let n be the unit vector along k. On (001), k_z = k is the only component, and since J_x, J_y drop out,

H = −γ1k²/2 + γ2k²(J_z² − 5/4).

On (111), each k_i = k/√3. The γ2 term is then (k²/3) Σ_i (J_i² − 5/4) = 0, and the γ3 term is (2γ3k²/3) Σ_{i<j} {J_i,J_j}. To recognise this sum, square J·n = (J_x + J_y + J_z)/√3:

(J·n)² = (1/3)[15/4 + 2 Σ_{i<j} {J_i,J_j}] = 5/4 + (2/3) Σ_{i<j} {J_i,J_j}.

Both axes therefore have the same form,

H = −γ1k²/2 + γk²[(J·n)² − 5/4],   γ = γ2 on (001), γ = γ3 on (111).   (2)

J·n commutes with H, so its eigenvalue m labels the states. The bracket is 9/4 − 5/4 = +1 for m = ±3/2, the heavy holes, and 1/4 − 5/4 = −1 for m = ±1/2, the light holes. Define the inverse hole mass, in units of 1/m0, by w = −2E/k². Then

w_hh = γ1 − 2γ,   w_lh = γ1 + 2γ.   (3)

Adding and subtracting gives

γ1 = (w_hh + w_lh)/2 on either axis,
γ2 = (w_lh − w_hh)/4 on (001),
γ3 = (w_lh − w_hh)/4 on (111).   (4)

γ1 is the mean inverse mass; γ2 and γ3 measure the heavy-light separation on the two axes.

**3. Four data, three unknowns**

Since γ1 is common to both axes, the curvatures must satisfy the closure condition

(w_hh + w_lh)_001 = (w_hh + w_lh)_111.   (5)

If numerical data violate it slightly, a least-squares fit minimises

(w_hh − γ1 + 2γ2)² + (w_lh − γ1 − 2γ2)² + the same two terms on (111) with γ3.

Setting the γ2 derivative to zero gives (w_hh − γ1 + 2γ2) − (w_lh − γ1 − 2γ2) = 0, where γ1 cancels and 4γ2 = w_lh − w_hh remains. The same holds for γ3. In the γ1 derivative γ2 and γ3 cancel, and γ1 is the mean of all four values.

The labels in (4) refer to m, not to the order of the bands. Exchanging them reverses the sign of γ. If γ is positive the heavy holes form the upper band, but that is a result to be checked from the expectation value of (J·n)², which is 9/4 or 1/4 when J means the 4×4 matrices acting on Γ8. The atomic angular momentum gives these values only for pure p states; an admixture of d orbitals of the same symmetry (yz, zx, xy) shifts them, so the p part of the states should be used.

**4. Any other direction**

Write H = −γ1k²/2 + Q. Q is even in k and time-even, so Kramers' theorem makes each of its levels doubly degenerate at every k. Its trace is zero, so the four eigenvalues are +ε, +ε, −ε, −ε, and 4ε² = tr Q².

Let A_i = J_i² − 5/4 and B_ij = {J_i,J_j}. The traces needed are these.

- A_z has diagonal elements 1, −1, −1, 1, so tr A_i² = 4.
- From A_x + A_y + A_z = 0, 0 = tr A_x(A_x + A_y + A_z) = 4 + 2 tr A_xA_y, so tr A_iA_j = −2 for i ≠ j.
- A half-turn about a cube axis reverses two components of J. Suitable half-turns reverse the sign of A_iB_jl and of products of two different B's, so those traces vanish.
- On (111), (J·n)² − 5/4 = (2/3)(B_xy + B_yz + B_zx) has the same eigenvalues as A_z. Hence 4 = (4/9)·3 tr B_xy², and tr B_ij² = 3.

With f = k_x²k_y² + k_y²k_z² + k_z²k_x²,

tr Q² = γ2²(4 Σ_i k_i⁴ − 4f) + 4γ3²·3f.

Since Σ_i k_i⁴ = k⁴ − 2f, division by 4 gives ε² = γ2²(k⁴ − 3f) + 3γ3²f, or

E = −γ1k²/2 ± [γ2²k⁴ + 3(γ3² − γ2²)f]^½.   (6)

On (001) f = 0 and on (111) f = k⁴/3, which returns (3). The bands are isotropic when γ2² = γ3². Only squares of γ2 and γ3 appear, so the energies (6) cannot fix their signs; the character of the states does.

**5. How small k must be: the split-off level**

The nearest valence level, Γ7, sets one limit on the range of (3). A six-band model built from p orbitals X, Y, Z shows how. Its orbital part has diagonal elements Lk_i² + M(k² − k_i²) and off-diagonal elements Nk_ik_j. Spin-orbit coupling adds (Δ/3)(ℓ·σ − 1), with ℓ the orbital angular momentum and σ the Pauli matrices. Since ℓ·σ is 1 for J = 3/2 and −2 for J = 1/2, the levels at k = 0 are 0 and −Δ.

On either axis the orbital part has one longitudinal orbital, |0⟩, with energy λ_l k², and two transverse ones, |±⟩, with energy λ_t k². On (001) λ_l = L and λ_t = M. On (111) all diagonal elements are (L + 2M)k²/3 and all others Nk²/3, so λ_l = (L + 2M + 2N)/3 and λ_t = (L + 2M − N)/3.

The heavy hole |+↑⟩ is purely transverse, and no other state has m = 3/2. It stays parabolic in this model, with λ_t = −(γ1 − 2γ)/2. For m = 1/2 there are two states:

|light⟩ = √(2/3)|0↑⟩ + √(1/3)|+↓⟩,
|split-off⟩ = √(1/3)|0↑⟩ − √(2/3)|+↓⟩.

The light-hole diagonal element (2λ_l + λ_t)/3 must equal −(γ1 + 2γ)/2, which gives λ_l = −(γ1 + 4γ)/2. In terms of the orbital constants,

L = −(γ1 + 4γ2)/2,   M = −(γ1 − 2γ2)/2,   N = −3γ3,

the last because λ_l − λ_t = N on (111) and equals −3γ. The split-off diagonal element is (λ_l + 2λ_t)k²/3 − Δ = −γ1k²/2 − Δ, and the coupling is (√2/3)(λ_l − λ_t)k² = −√2γk².

With t = γk², and −γ1k²/2 taken out, the 2×2 matrix has diagonal elements −t and −Δ and coupling −√2t. Its eigenvalues give

E = −γ1k²/2 − (t + Δ)/2 ± ½[(Δ − t)² + 8t²]^½,   (7)

with the upper sign for the light hole. The bracket is Δ² − 2Δt + 9t². For |t| ≪ Δ its root is Δ − t + 4t²/Δ to second order, since half of 9t²/Δ, less (2t)²/(8Δ), is 4t²/Δ. Therefore

E_lh = −γ1k²/2 − t + 2t²/Δ,
w_lh(k) = γ1 + 2γ − 4γ²k²/Δ.   (8)

A mass read at finite k is too heavy for the light hole. Inserted in (4), it lowers γ by γ²k²/Δ and the single-axis γ1 by 2γ²k²/Δ. The closure condition fails by

(sum of w on 001) − (sum on 111) = 4(γ3² − γ2²)k²/Δ.   (9)

Closure thus reveals a window that is too wide, but not reliably: if γ2² = γ3² the error (9) vanishes while each light mass is still biased.

In the opposite limit, t ≫ Δ with γ > 0, the root is 3t − Δ/3 and E_lh = −γ1k²/2 + t − 2Δ/3. The light-hole band then runs parallel to the heavy-hole band, and its curvature no longer gives the light-hole mass at Γ.

**6. Calculations without spin-orbit coupling**

With Δ = 0 the orbital energies themselves are the bands: a singlet with w_s = −2λ_l = γ1 + 4γ and an orbital doublet with w_d = −2λ_t = γ1 − 2γ. Hence

γ1 = (w_s + 2w_d)/3,   γ = (w_s − w_d)/6.   (10)

The singlet is not the light hole. Putting it into (4) as if it were gives (w_s − w_d)/4 = 3γ/2, and γ1 + γ in place of γ1. Even (10) is an approximation to the Γ8 parameters, because spin-orbit coupling also changes the remote-band gaps and the states at Γ.

**7. The linear term**

A component of k is time-odd and of type T2. The ten time-odd matrices on Γ8 contain T2 once, so one linear term is allowed:

H_1 = C Σ_i k_i t_i,   t_z = (2/√3){J_z, J_x² − J_y²},

with t_x and t_y obtained by cyclic permutation.

On (001), J_x² − J_y² = (J_+² + J_−²)/2 connects m = −1/2 to m = 3/2 with element ½·2·√3 = √3. The symmetrised product with J_z multiplies this by the mean of the two m values, 1/2, and the prefactor makes the result 1. The pair m = −3/2, 1/2 gives −1 in the same way. Each 2×2 block has diagonal elements ±γ2k² and coupling of size Ck, so

E = −γ1k²/2 ± (γ2²k⁴ + C²k²)^½.   (11)

For k ≪ |C/γ2| and C > 0 the root is Ck + γ2²k³/(2C). The upper branch therefore rises from k = 0, and Γ is no longer exactly the band maximum; for small C the maximum lies close by. The ratio w = −2E/k² then diverges as ∓2C/k. The one-sided second derivative at k = 0 stays finite, but −d²E/dk² = γ1 for both branches, with no heavy-light distinction. On (001), formulas (4) therefore need the range

|C/γ2| ≪ k, together with |γ|k² ≪ Δ and k small on the scale of the other gaps.

The sum of w over the two branches is 2γ1 at any k in (11), so closure does not detect this error when the heavy pair on (111) is averaged, as described below. The remedy is to use half the branch separation, D:

D²/k² = C² + γ2²k².   (12)

For (1) plus H_1, this is a straight line against k² with slope γ2² and intercept C², as long as k stays within the upper limits just given. In a crystal, symmetry also allows a cubic term b k_z³ t_z, which turns the coupling into Ck + bk³ and the slope into γ2² + 2Cb; this shift does not vanish as k is reduced, and it is negligible only when |2Cb| ≪ γ2². The remedy removes only the lower limit.

On (111), threefold rotation about n allows H_1 to change m only by 0 or ±3. A diagonal time-odd term would be odd in J·n; a mirror plane containing n reverses J·n but leaves k unchanged, so that term is forbidden. Only m = 3/2 and −3/2 are coupled, and the heavy pair splits by ±d. The size follows from traces: t_z has eigenvalues 1, 1, −1, −1, so tr t_i² = 4, and half-turns give tr t_it_j = 0 for i ≠ j. With k_i = k/√3, tr H_1² = 4C²k² = 2d², so d = √2|C|k. The average of the heavy pair is unaffected, and (4) can be used with it.

**8. A model crystal**

The example is a nearest-neighbour tight-binding crystal with one s and three p orbitals per atom and spin. Its parameters are round and stand for no particular material. The cubic lattice constant is a = 5.60 Å. The on-site energies are −8 and 1 eV for anion s and p, and −3 and 4 eV for cation s and p. The four bonds are d = (a/4)(s_x, s_y, s_z), with signs (1,1,1), (1,−1,−1), (−1,1,−1), (−1,−1,1). Each anion-cation element is the average over bonds of exp(ik·d) times

- −6.5 eV for s–s;
- 4.5 s_i eV for anion s to cation p_i, and −6 s_i eV for anion p_i to cation s;
- 2 eV for p_i–p_i, and 5 s_is_j eV for p_i–p_j.

Each p shell has the coupling (Δ_atom/3) ℓ·σ, with Δ_atom = 0.4 eV on the anion and 0.2 eV on the cation. Diagonalization at Γ gives a gap of 1.344 eV and Δ = 0.360 eV.

This model has no linear term. At Γ a Γ8 state is α|anion, m⟩ + β|cation, m⟩ with real α and β. To first order in k the p–p hopping block is iO, with O real and symmetric, and its contribution αβ(iO − iO†) is zero. The largest element found is 4 × 10⁻¹⁵ eV Å, which is rounding error.

In eV and Å, k² in the energies becomes gk² with g = ħ²/m0 = 7.620 eV Å², so w = −2E/(gk²). Terms of higher odd order in k can split the pairs of bands that are degenerate in (6), so the energies of each pair were averaged, and w was taken at h = 0.002 Å⁻¹ and at 2h. The combination [4w(h) − w(2h)]/3 removes the error of order k². The results are

(001): w_hh = 2.2592, w_lh = 8.2954; m_hh = 0.443 m0, m_lh = 0.121 m0,
(111): w_hh = 1.1408, w_lh = 9.4138; m_hh = 0.877 m0, m_lh = 0.106 m0.

The expectation values of (J·n)² are 2.25 and 0.25, which confirms the labels. From (4),

γ1 = (2.2592 + 8.2954)/2 = 5.277,
γ2 = (8.2954 − 2.2592)/4 = 1.509,
γ3 = (9.4138 − 1.1408)/4 = 2.068.

The two sums in (5) agree to 2 × 10⁻⁷. The heavy mass on (111) is about twice that on (001), although γ3 exceeds γ2 by only 37 per cent of γ2: w_hh is a difference of larger numbers and is sensitive to γ.

A stronger test uses no band fitting. Expand the crystal Hamiltonian as H(0) + H1 + H2 in powers of k. Second-order degenerate perturbation theory gives the matrix on Γ8

⟨i|H2|j⟩ + Σ_n ⟨i|H1|n⟩⟨n|H1|j⟩/(E_Γ8 − E_n),

with n running over all other states at Γ. For eight random directions it agrees with (1), element by element, to 5 × 10⁻⁷ g. With the signs of γ2 and γ3 reversed, the largest discrepancy is 3.3 g. The matrix thus fixes the signs that the energies (6) leave open.

For (110), f = k⁴/4, and the root in (6) is (γ2²/4 + 3γ3²/4)^½ = 1.944 in units of k². Then w = 5.277 ∓ 3.887, or 1.390 and 9.164, in agreement with diagonalization. The direction (123) gives the same pair of values. This is no accident of rounding: its f is (1·4 + 4·9 + 9·1)/14² = 49/196 = 1/4 as well. It is a check that two different directions with equal f have equal masses, as (6) requires, but it does not probe a new value of f.

**9. Reading the errors**

Masses taken directly at finite k, without extrapolation, give

k = 0.01 Å⁻¹: γ = 5.255, 1.500, 2.055; closure error 0.018,
k = 0.03 Å⁻¹: γ = 5.079, 1.432, 1.950; closure error 0.162,
k = 0.05 Å⁻¹: γ = 4.752, 1.308, 1.753; closure error 0.439.

At 0.05 Å⁻¹ the parameters are low by 10, 13 and 15 per cent of their values at Γ, although γ3gk² does not reach Δ until k = 0.151 Å⁻¹. At 0.01 Å⁻¹, (9) predicts a closure error of 4(2.068² − 1.509²)·7.620·10⁻⁴/0.360 = 0.017, close to the 0.018 found. The fall in γ1 is less well described: (8), averaged over the axes, gives (1.509² + 2.068²)·7.620·10⁻⁴/0.360 = 0.014, while the crystal shows 0.023. The rest comes from k⁴ terms outside the six-band model, and closure barely registers it. A small closure error is therefore necessary but not sufficient; the parameters must also be stable as k is reduced.

Without spin-orbit coupling, the same crystal has w_s = 10.383 and w_d = 2.161 on (001). Equation (10) gives γ2 = 8.222/6 = 1.370, which is 9 per cent below the Γ8 value. Misreading the singlet as a light hole gives 8.222/4 = 2.056, which is 36 per cent above it.

For the linear term, a separate four-band calculation used these γ's and a chosen C = 0.01 eV Å. The crossover is at k = C/(gγ2) = 0.0009 Å⁻¹. At k = 0.002 Å⁻¹ the apparent inverse masses on (001) are 1.986 and 8.568. Their sum is still 2γ1, but (4) gives γ2 = 6.582/4 = 1.646, which is 9 per cent too high. The slope in (12), taken between 0.002 and 0.004 Å⁻¹, restores 1.509. Very close to Γ the second difference of the upper branch gives an inverse mass of 5.276, which is γ1 apart from the small k³ term in the expansion of (11). The remaining figures are in the numerical output.

Computed values

```
hbar^2/m0 = 7.61996 eV angstrom^2
lattice constant = 5.60 angstrom
on-site Esa, Epa, Esc, Epc = -8.0, 1.0, -3.0, 4.0 eV
couplings Vss, Vxx, Vxy = -6.5, 2.0, 5.0 eV
couplings Vsapc, Vpasc = 4.5, 6.0 eV
atomic spin-orbit splittings anion, cation = 0.4, 0.2 eV
gap at Gamma = 1.34434 eV
split-off gap delta = 0.36042 eV
001 w_hh, w_lh = 2.25921, 8.29542 (dimensionless)
001 m_hh, m_lh = 0.44263, 0.12055 m0
001 <(J.n)^2> hh, lh = 2.2500, 0.2500 (dimensionless)
111 w_hh, w_lh = 1.14083, 9.41381 (dimensionless)
111 m_hh, m_lh = 0.87656, 0.10623 m0
111 <(J.n)^2> hh, lh = 2.2500, 0.2500 (dimensionless)
gamma1, gamma2, gamma3 = 5.27732, 1.50905, 2.06825 (dimensionless)
closure w-sum 001 minus 111 = 1.8e-07 (dimensionless)
largest 4x4 matrix error = 4.5e-07 (units of g)
matrix error with gamma2, gamma3 signs reversed = 3.327 (units of g)
largest linear-k element in crystal = 3.6e-15 eV angstrom
110 predicted w_hh, w_lh = 1.39014, 9.16450 (dimensionless)
110 direct    w_hh, w_lh = 1.39014, 9.16450 (dimensionless)
123 predicted w_hh, w_lh = 1.39014, 9.16450 (dimensionless)
123 direct    w_hh, w_lh = 1.39014, 9.16450 (dimensionless)
window k = 0.01 1/angstrom: gammas = 5.2546, 1.5003, 2.0547; closure = 0.0183 (dimensionless)
window k = 0.03 1/angstrom: gammas = 5.0785, 1.4324, 1.9495; closure = 0.1623 (dimensionless)
window k = 0.05 1/angstrom: gammas = 4.7521, 1.3081, 1.7533; closure = 0.4385 (dimensionless)
k where max(gamma2,gamma3) g k^2 = delta: 0.1512 1/angstrom
six-band closure at k = 0.005 1/angstrom: direct 0.004235, leading formula 0.004229 (dimensionless)
no spin-orbit 001 w singlet, doublet = 10.38319, 2.16064 (dimensionless)
no spin-orbit 111 w singlet, doublet = 12.44094, 1.13176 (dimensionless)
no spin-orbit, correct conversion gammas = 4.90149, 1.37043, 1.88486 (dimensionless)
no spin-orbit, singlet misread as lh: gamma1(001), gamma2, gamma3 = 6.27192, 2.05564, 2.82730 (dimensionless)
chosen linear coefficient C = 0.01 eV angstrom
crossover k = C/(g gamma2) = 0.000870 1/angstrom
001 upper-branch curvature w at k -> 0 with C = 5.2763 (dimensionless)
001 apparent w upper, lower at k = 0.002 1/angstrom with C = 1.9862, 8.5684 (dimensionless)
gamma2 recovered from k = 0.002, 0.004 1/angstrom = 1.50905 (dimensionless)
```
